\section*{Regularized cotunnelling integrals tested on the exactly solvable level}

\section{A current that the golden rule makes infinite}

A small dot with one spinless level of energy $\varepsilon$ sits between two metallic leads. When the level lies well outside the energy range in which the leads can exchange electrons, changing its charge is thermally suppressed, yet a current flows: an electron crosses in one coherent step, with the level occupied, or emptied, only virtually. This is cotunnelling. Its second-order amplitude has an energy denominator which vanishes when the crossing electron has energy $\varepsilon$, so the integrated rate diverges whenever the bias or thermal smearing allows that energy.

Let lead $\alpha=L,R$ have electrochemical potential $\mu_\alpha$, density of states $\rho_\alpha$ and real tunnelling amplitude $t_\alpha$. Define $\Gamma_\alpha=2\pi\rho_\alpha t_\alpha^2$, an energy taken as constant over a wide band, and $\Gamma=\Gamma_L+\Gamma_R$. Both leads have temperature $T$, and $f_\alpha(E)=[1+e^{(E-\mu_\alpha)/kT}]^{-1}$. Currents are positive when electrons go from $L$ to $R$, with $e>0$.

If the level is empty, an electron of energy $E$ enters it and leaves to $R$. The initial energy minus the intermediate one is $E-\varepsilon$. If the level is filled, its electron must leave first, and the difference is $\varepsilon-E$. Either way the squared amplitude is $t_L^2t_R^2/(E-\varepsilon)^2$. Summing the golden rule over initial and final lead states gives
\begin{align}
W_{LR}&=\frac{2\pi}{\hbar}\rho_L\rho_Rt_L^2t_R^2
\int\frac{F(E)\,dE}{(E-\varepsilon)^2}
=\frac{\Gamma_L\Gamma_R}{2\pi\hbar}\int\frac{F(E)\,dE}{(E-\varepsilon)^2},\\
F&=f_L(1-f_R).
\end{align}
The proposed cure replaces $(E-\varepsilon)^2$ by $(E-\varepsilon)^2+\gamma^2$, discards the $1/\gamma$ term and lets $\gamma\to0$. Whether this is right can be decided here, because the level is exactly solvable.

\section{The smallest case, by hand}

At $T=0$ with $\mu_L>\mu_R$, $F=1$ between the potentials and zero elsewhere. Put the level inside this window, with $p=\mu_L-\varepsilon>0$ and $q=\varepsilon-\mu_R>0$. Then
\begin{equation}
\int_{\mu_R}^{\mu_L}\!\frac{dE}{(E-\varepsilon)^2+\gamma^2}
=\frac1\gamma\left[\arctan\frac p\gamma+\arctan\frac q\gamma\right]
=\frac\pi\gamma-\frac1p-\frac1q+O(\gamma^2),
\end{equation}
since $\arctan y=\pi/2-1/y+O(y^{-3})$ for large positive $y$. The finite part is negative.

To interpret the discarded term, consider sequential tunnelling, in which the level is really charged and discharged. Its mean occupation $n$ obeys $\hbar\dot n=\sum_\alpha\Gamma_\alpha(f_\alpha-n)$, with $f_\alpha$ taken at $\varepsilon$. In the steady state $n_{\rm seq}=(\Gamma_Lf_L+\Gamma_Rf_R)/\Gamma$, and
\begin{equation}
I_{\rm seq}=\frac e\hbar\Gamma_L(f_L-n_{\rm seq})
=\frac e\hbar\frac{\Gamma_L\Gamma_R}{\Gamma}(f_L-f_R).
\label{seq}
\end{equation}
In the window $f_L-f_R=1$. The term $\pi/\gamma$, multiplied by $e\Gamma_L\Gamma_R/(2\pi\hbar)$ and evaluated at $\gamma=\Gamma/2$, is this same current. Keeping it beside the rate equation would count resonant passage twice.

For a level above the window the divergence is absent, and direct integration gives $1/(\varepsilon-\mu_L)-1/(\varepsilon-\mu_R)>0$. This is again $-1/p-1/q$, now with $p<0$. Off resonance the finite part is an ordinary rate integral; well inside the window, with $p$ and $q$ both much larger than $\Gamma$, it is a small correction to the sequential current.

\section{The exact solution}

Take a stationary state of energy $E$ with an electron incoming in lead state $k$. Its amplitudes $a_q$ on lead states and $a_d$ on the level satisfy
\begin{equation}
(E-\varepsilon)a_d=\sum_qt_qa_q,\qquad
a_q=\delta_{qk}+\frac{t_qa_d}{E-E_q+i0}.
\end{equation}
In a wide symmetric band the principal part of $\sum_qt_q^2/(E-E_q+i0)$ vanishes, and the delta function leaves $-i\Gamma/2$. Substitution gives $a_d=t_k/(E-\varepsilon+i\Gamma/2)$.

The equation of motion $i\hbar\dot a_q=E_qa_q+t_qa_d$ gives the flow into lead $R$,
\begin{equation}
\frac2\hbar\sum_{q\in R}\mathrm{Im}(a_q^*t_qa_d)
=\frac{2\pi}\hbar\sum_{q\in R}t_q^2|a_d|^2\delta(E-E_q)
=\frac{\Gamma_R}\hbar|a_d|^2.
\end{equation}
Electrons do not interact, so each incoming state contributes independently with its Fermi weight. Summing over $k$ and subtracting the reverse flow,
\begin{align}
I&=\frac eh\Gamma_L\Gamma_R\int\frac{f_L(E)-f_R(E)}{(E-\varepsilon)^2+\Gamma^2/4}\,dE,\label{exact}\\
n&=\frac1{2\pi}\int\frac{\Gamma_Lf_L(E)+\Gamma_Rf_R(E)}{(E-\varepsilon)^2+\Gamma^2/4}\,dE.\label{occ}
\end{align}
The net golden-rule rate with the second-order amplitude, also called the T-matrix rate, contains $f_L(1-f_R)-f_R(1-f_L)=f_L-f_R$. Thus (\ref{exact}) is the regularized T-matrix current with $\gamma=\Gamma/2$, before anything is discarded. Its expansion in $\Gamma$ at fixed $T>0$ decides the question.

\section{Finite temperature: polygamma functions}

Let $\delta=\varepsilon-\mu$ and $\omega_m=(2m+1)\pi kT$. The pole expansion of the hyperbolic tangent gives
\begin{equation}
f(E)=\frac12-2kT\sum_{m=0}^\infty
\frac{E-\mu}{(E-\mu)^2+\omega_m^2}.
\end{equation}
Each summand is $\mathrm{Re}\,[E-\mu+i\omega_m]^{-1}$, the real part of a function analytic in the upper half-plane. Averaging it with the normalized Lorentzian $(\gamma/\pi)/[(E-\varepsilon)^2+\gamma^2]$ therefore replaces $E$ by $\varepsilon+i\gamma$. The partial sums are bounded, so the average may be taken term by term:
\begin{equation}
\bar f=\frac12-2kT\sum_m\frac{\delta}{\delta^2+(\omega_m+\gamma)^2}.
\end{equation}
The digamma function $\psi$ has the series $\psi(s)=\mathrm{const}+\sum_m[1/(m+1)-1/(m+s)]$. With
\begin{equation}
z=\frac12+\frac{i(\varepsilon-\mu)}{2\pi kT},\qquad g=\frac{\gamma}{2\pi kT},
\end{equation}
we have $m+z+g=(\omega_m+\gamma+i\delta)/(2\pi kT)$. Hence $\mathrm{Im}\,\psi(z+g)=2\pi kT\sum_m\delta/[\delta^2+(\omega_m+\gamma)^2]$, and $\bar f=1/2-\mathrm{Im}\,\psi(z+g)/\pi$. Undoing the normalization,
\begin{equation}
\int\frac{f(E)\,dE}{(E-\varepsilon)^2+\gamma^2}
=\frac1\gamma\left[\frac\pi2-\mathrm{Im}\,\psi(z+g)\right].
\label{closed}
\end{equation}
At $\gamma\to0$ the bracket must equal $\pi f(\varepsilon)$. Write $\psi_n$ for the $n$th derivative of $\psi$. A Taylor expansion in $g$ gives
\begin{align}
\int\frac{f\,dE}{(E-\varepsilon)^2+\gamma^2}
&=\frac{\pi f(\varepsilon)}\gamma+J
-\frac\gamma2\frac{\mathrm{Im}\,\psi_2(z)}{(2\pi kT)^2}+\dots,\label{series}\\
J&=-\frac{\mathrm{Im}\,\psi_1(z)}{2\pi kT}.\label{J}
\end{align}
The pole of $\psi$ nearest to $z$ is at zero, so the series converges for $g<|z|$, that is, for $\gamma<[(\pi kT)^2+(\varepsilon-\mu)^2]^{1/2}$. As $T\to0$ it fails when the level comes within $\gamma$ of a Fermi level; for $\gamma=\Gamma/2$ this is half the full width of the resonance.

Inserting (\ref{series}) with $\gamma=\Gamma/2$ into (\ref{exact}) yields
\begin{equation}
I=I_{\rm seq}+\frac eh\Gamma_L\Gamma_R(J_L-J_R)+O(\Gamma^3).
\label{result}
\end{equation}
The second term is the regularized cotunnelling current. For this level the recipe gives the correct current through second order in the tunnel rates.

Separate directions are needed in a rate equation. For leads 1 and 2 set $a=e^{(E-\mu_1)/kT}$ and $b=e^{(E-\mu_2)/kT}$. Then $f_1(1-f_2)=b/[(1+a)(1+b)]$ and $f_1-f_2=(b-a)/[(1+a)(1+b)]$, so
\begin{equation}
f_1(1-f_2)=\frac{f_1-f_2}{1-e^{-(\mu_1-\mu_2)/kT}}.
\label{thermal}
\end{equation}
The prefactor is independent of $E$, and the finite part for one direction is
\begin{equation}
K(\varepsilon)=\frac{J_1-J_2}{1-e^{-(\mu_1-\mu_2)/kT}}.
\label{K}
\end{equation}
For $\mu_1=\mu_2=\mu$ this is to be read as its limit, $kT\,dJ/d\mu$.

\section{A worked level}

Take $kT=0.1$, $\Gamma_L=0.02$, $\Gamma_R=0.01$, $\varepsilon=0.3$, $\mu_L=0.1$ and $\mu_R=-0.1$, all in meV. The output gives $f_L=0.1192$, $f_R=0.0180$, $J_L=4.496$ and $J_R=3.010\ \mathrm{meV}^{-1}$. By (\ref{seq}) and (\ref{result}),
\begin{equation}
\frac{I_{\rm cot}}{I_{\rm seq}}
=\frac{\Gamma(J_L-J_R)}{2\pi(f_L-f_R)}
=\frac{0.03\times1.486}{2\pi\times0.1012}=0.070.
\end{equation}
With $I_{\rm seq}=164.3$ pA this gives $I_{\rm cot}=11.5$ pA and a sum of 175.8 pA. The exact wide-band current is 174.7 pA. Relative to it, the sequential value is 6\% low and the sum 0.6\% high; that remainder consists of the omitted terms of order $\Gamma^3$ and beyond.

Unitary evolution of an initially empty level coupled to 800 discrete states per lead gives 174.2 pA. This check does not use (\ref{exact}). Its leads have a half-bandwidth of 5 meV, so deviations of relative order $\Gamma/(5\ \mathrm{meV})$, below one per cent, are to be expected.

For small bias, differentiate (\ref{J}) with respect to $\mu$. Since $dz/d\mu=-i/(2\pi kT)$,
\begin{equation}
G_{\rm cot}=\frac{e^2}h\Gamma_L\Gamma_R\frac{dJ}{d\mu}
=\frac{e^2}h\Gamma_L\Gamma_R\frac{\mathrm{Re}\,\psi_2(z)}{(2\pi kT)^2}.
\end{equation}
Two limits follow from $\psi_2(z)=-2\sum_m(m+z)^{-3}$. On resonance $z=1/2$, and the sum gives $\psi_2=-14\zeta(3)<0$, where $\zeta$ is the Riemann zeta function: broadening moves weight away from the peak. Far away, with $y=(\varepsilon-\mu)/(2\pi kT)$, the sum becomes $\int_0^\infty(s+iy)^{-3}ds=-1/(2y^2)$. Hence $\psi_2\to1/y^2$ and $G_{\rm cot}\to(e^2/h)\Gamma_L\Gamma_R/(\varepsilon-\mu)^2$, a power law, whereas the sequential part falls exponentially.

With the same rates and temperature, and $\mu=0$, the conductances in units of $10^{-3}e^2/h$ are:

\begin{center}
\begin{tabular}{rrrrr}
$\varepsilon$ (meV) & sequential & cotunnelling & sum & exact\\
0.0 & 104.7 & $-8.5$ & 96.2 & 96.7\\
0.2 & 43.98 & 0.29 & 44.27 & 44.10\\
0.4 & 7.40 & 1.56 & 8.96 & 8.89\\
0.8 & 0.140 & 0.385 & 0.525 & 0.524\\
1.2 & 0.003 & 0.151 & 0.153 & 0.153
\end{tabular}
\end{center}

The cotunnelling part changes sign at 0.19 meV and overtakes the sequential part at 0.65 meV, about $6.5\,kT$ from resonance.

\section{What the agreement does not cover}

\paragraph{Occupation.} Cotunnelling returns the spinless level to its initial state, so it leaves the rate equation for $n$ unchanged. The scheme predicts $n_{\rm seq}$, whereas inserting (\ref{series}) into (\ref{occ}) gives
\begin{equation}
n=n_{\rm seq}+\frac{\Gamma_LJ_L+\Gamma_RJ_R}{2\pi}+O(\Gamma^2).
\end{equation}
In the example the missing term is $(0.02\times4.496+0.01\times3.010)/(2\pi)=0.0191$. Added to $n_{\rm seq}=0.0855$ it gives 0.1046, against the exact 0.1039. The sequential value alone is 18\% below the exact one.

The reason is visible in the averages $\bar f_\alpha$ at $\gamma=\Gamma/2$. Equations (\ref{exact}) and (\ref{occ}) can be written
\begin{equation}
n=\frac{\Gamma_L\bar f_L+\Gamma_R\bar f_R}\Gamma,\qquad
I=\frac e\hbar\frac{\Gamma_L\Gamma_R}\Gamma(\bar f_L-\bar f_R).
\end{equation}
These are the sequential formulas with broadened charging rates. Cotunnelling added to unbroadened rates reproduces the net current at second order, but not the charge. A full fourth-order treatment in the amplitudes $t_\alpha$ must also correct the charging rates.

\paragraph{Negative rates.} For $\varepsilon=0$ and the same bias, the regularized $L\to R$ rate is $-4.0\times10^8\ \mathrm{s^{-1}}$. It is what remains after a positive resonant part has been removed, so it cannot serve as a jump probability in a stochastic simulation.

\paragraph{Choice of width.} Suppose $\gamma=\eta+b\eta^2$ and the $1/\eta$ term is discarded. Then
\begin{equation}
\frac{\pi F(\varepsilon)}{\eta+b\eta^2}
=\frac{\pi F(\varepsilon)}\eta-\pi bF(\varepsilon)+O(\eta),
\end{equation}
and the finite part has moved by $-\pi bF(\varepsilon)$. A shift of the level that is first order in the width acts at the same order: with $\varepsilon\to\varepsilon+c\eta$ the resonant term becomes $\pi F(\varepsilon+c\eta)/\eta$, and the finite part moves by $\pi cF'(\varepsilon)$. The recipe is therefore definite only when the width has no second-order piece and the level no first-order shift. Here the exact solution supplies both: the width is $\Gamma/2$, and the shift vanishes with the principal part in the wide symmetric band. For an interacting dot, where tunnelling in general shifts the level at first order in $\Gamma$, the recipe itself gives no such guarantee.

\section{The method for several virtual states}

With more than one virtual path, the squared amplitude contains products of different denominators. Let the level carry spin and let two electrons on it repel with energy $U$. Initially the dot holds spin up and lead 1 supplies a spin-down electron of energy $E$; finally the dot holds spin down and a spin-up electron is in lead 2. Either the dot is first doubly filled, with denominator $E-\varepsilon-U$, or first emptied, with denominator $\varepsilon-E$. The two hops move different spins, and their operators, each a product of two fermion operators on separate modes, commute. Both orders thus carry the same fermion sign, and the amplitude is proportional to
\begin{equation}
\frac1{E-\varepsilon-U}-\frac1{E-\varepsilon}.
\end{equation}

The cross term needs a principal value. Define $A(\varepsilon)=P\!\int(f_1-f_2)\,dE/(E-\varepsilon)$. With $x=E-\varepsilon$ and a small width, its derivative has the kernel
\begin{equation}
\mathrm{Re}\frac1{(x-i\gamma)^2}
=\frac1{x^2+\gamma^2}-\frac{2\gamma^2}{(x^2+\gamma^2)^2}.
\end{equation}
The last function has area $\pi/\gamma$ and removes just the discarded term, so $A'(\varepsilon)=J_1-J_2$. By (\ref{J}), $\mathrm{Re}\,\psi(z_1)-\mathrm{Re}\,\psi(z_2)$ has the same derivative. Both expressions vanish for $\varepsilon\to\infty$, hence
\begin{equation}
A(\varepsilon)=\mathrm{Re}\,\psi(z_1)-\mathrm{Re}\,\psi(z_2).
\end{equation}
Partial fractions and (\ref{thermal}) then give the cross integral and the spin-flip rate:
\begin{align}
C&=\frac{A(\varepsilon+U)-A(\varepsilon)}{U[1-e^{-(\mu_1-\mu_2)/kT}]},\\
W_{\rm flip}&=\frac{\Gamma_1\Gamma_2}{2\pi\hbar}
[K(\varepsilon)+K(\varepsilon+U)-2C].
\end{align}
For $U\to0$ the difference quotient becomes $A'(\varepsilon)$, so $C\to K(\varepsilon)$ and the rate vanishes. It must, because without interaction the two spins tunnel independently, and for $E\ne\varepsilon$ neither hop can supply the energy that the other lacks. Only separate sequential hops, at $E=\varepsilon$, can then replace one spin by the other.

For $\varepsilon=-1$ meV, $U=2$ meV and the earlier leads, the $L\to R$ spin-flip rate is $4.9\times10^7\ \mathrm{s^{-1}}$. Fixing the amplitude at $E=0$ gives $4.5\times10^7\ \mathrm{s^{-1}}$. The estimate is low because the squared amplitude, $4/(1-E^2)^2$ with $E$ in meV, has a local minimum there, between its two poles, and the Fermi factors keep $E$ mostly in that region.

For processes in which one electron enters the dot and one leaves it, the calculation proceeds as follows. Transfers of a pair between the empty and the doubly filled dot are of the same order and are left out here; they are rare when adding an electron to the singly filled dot, or removing its electron, costs many $kT$ for exchange with either lead, each taken at its own electrochemical potential.
\begin{enumerate}
\item List the virtual paths between the chosen initial and final dot states, with fermion signs and energy denominators.
\item Square their sum. If the dot gains energy $\Delta$, the outgoing electron has energy $E-\Delta$; replace $\mu_2$ by $\mu_2+\Delta$ in the Fermi factors.
\item Use $K$ for each squared denominator and, after partial fractions, differences of $A$ for each product of distinct ones. As in $C$, divide these differences by $1-e^{-(\mu_1-\mu_2)/kT}$; the shifted $\mu_2$ of step 2 enters $K$, $A$ and this factor alike. If the two potentials then coincide, take the limit.
\item Add the resulting rates to the sequential ones, without the $1/\gamma$ terms. A negative total rate between two different dot states, which can occur for spin flips near resonance, means that the scheme cannot be used there.
\end{enumerate}
For interacting dots this is an approximation that the non-interacting test does not validate. It also stops below the order at which Kondo logarithms appear, so it is restricted to temperatures well above the Kondo temperature. Deep in a blockade valley the resonant weights $F$ are exponentially small, and the ambiguities $-\pi bF$ and $\pi cF'$ are small with them.

\section*{Values computed for the example and the checks}
\begin{verbatim}
kT = 0.100 meV
Gamma_L = 0.020 meV, Gamma_R = 0.010 meV
level = 0.30 meV
mu_L = 0.10 meV, mu_R = -0.10 meV
f_L(level) = 0.11920, f_R(level) = 0.01799
J_L = 4.4964 1/meV
J_R = 3.0103 1/meV
regularized integral L to R = 1.7188 1/meV
cotunnelling rate L to R = 8.3120e+07 1/s
cotunnelling rate R to L = 1.1249e+07 1/s
same L to R rate, level at 0 = -3.9684e+08 1/s
sequential current = 164.250 pA
discarded term at width Gamma/2 = 164.258 pA
cotunnelling current = 11.515 pA
sum of both currents = 175.765 pA
exact wide-band current = 174.666 pA
current from lead dynamics = 174.244 pA
sequential occupation = 0.08546
missing first-order occupation = 0.01910
exact wide-band occupation = 0.10392
occupation from lead dynamics = 0.10281
dynamics: 800 states per lead, half band 5.0 meV
dynamics: time = 400 hbar/meV
width convergence radius, left lead = 0.3724 meV
81-term series error at 0.7 radius = 8.6e-13 1/meV
81-term series error at 1.3 radius = 2.2e+09 1/meV
conductance in e^2/h: level (meV), seq, cot, sum, exact
0.0  1.0472e-01  -8.5256e-03  9.6194e-02  9.6748e-02
0.2  4.3980e-02  2.9106e-04  4.4271e-02  4.4102e-02
0.4  7.3985e-03  1.5635e-03  8.9620e-03  8.8883e-03
0.8  1.4042e-04  3.8489e-04  5.2531e-04  5.2355e-04
1.2  2.5737e-06  1.5073e-04  1.5331e-04  1.5325e-04
1.6  4.7139e-08  8.1478e-05  8.1525e-05  8.1517e-05
cotunnelling conductance changes sign at 0.1911 meV
cotunnelling equals sequential at 0.6488 meV
tail: G_cot / inverse-square law at 5 meV = 1.00398
spin flip: level = -1.0 meV, U = 2.0 meV
spin-flip rate L to R = 4.9117e+07 1/s
constant-amplitude estimate = 4.4743e+07 1/s
\end{verbatim}
